Equilibrium kink spacing on a solid-on-solid step

**Question**

A step separates two terraces of a crystal surface and runs along a close-packed row. The atomic sites along the row are numbered i = 0, 1, 2, …, and the edge in column i lies at the integer position y_i, measured in rows perpendicular to the step. In the solid-on-solid model each column has one edge position, so overhangs are excluded. The energy above that of the straight step is

E = ε Σ_i |n_i|, n_i = y_i − y_(i−1),

where n_i may be any integer and ε is the kink energy. A column is called displaced if its edge differs from that of the preceding column, that is, if n_i ≠ 0. Take ε = 0.10 eV and T = 300 K, for which k_B T = 0.02585 eV. Unless a part says otherwise, the step is long, in equilibrium, far from other steps, and parallel on average to the close-packed row.

(a) Show that the jumps n_i are statistically independent, and find the probability p that a column is displaced.

(b) Find the distribution of the distance between successive displaced columns, its mean L and its standard deviation. Show that L is about 24 sites. Discuss the limits of low and high temperature.

(c) How does the spacing change if each unit of a jump is counted as a separate kink? How does it change if jumps larger than one unit are forbidden?

(d) Suppose that "displaced" meant displaced from the line y = y_0. Show that the statement in (b) would then fail, using a column 1000 sites away as an example.

(e) The step is now inclined, with mean slope m = ⟨n_i⟩ = 0.05. Find the mean spacing of displaced columns.

(f) Estimate the effect of confining the step to ten edge positions between hard walls, and the importance of overhangs.

(g) Apply the result to a step on the (001) face of fcc nickel, with a site spacing of roughly 0.25 nm. Which uncertainty matters most, and when may the equilibrium assumption fail?

**Model answers**

**(a) Independence and jump probability**

Fix y_0 and let the far end be free. The heights y_1, …, y_N determine the jumps n_1, …, n_N, and the jumps determine the heights through

y_i = y_0 + n_1 + n_2 + … + n_i.

The map is one to one, so a sum over all heights is a sum over all jumps, each running independently over the integers. With

q = exp(−ε/k_B T),

the Boltzmann weight of a configuration is

exp(−E/k_B T) = q^|n_1| q^|n_2| … q^|n_N|.

It is a product of factors that each contain one jump. The jumps are therefore independent and share the distribution

P(n) = q^|n| / z,

where z is the sum of the weights for one column. The term n = 0 gives 1, and the positive and negative jumps give equal geometric series:

z = 1 + 2(q + q² + q³ + …)
 = 1 + 2q/(1 − q)
 = (1 + q)/(1 − q).

The edge does not jump with probability P(0) = 1/z, so

p = 1 − (1 − q)/(1 + q) = 2q/(1 + q).

For the given values,

ε/k_B T = 0.10/0.02585 = 3.868,
q = exp(−3.868) = 0.0209,
p = 2 × 0.0209/1.0209 = 0.0409.

About 4% of the columns are displaced. The factor 2 in p comes from the two directions in which the edge can jump.

**(b) Distance between displaced columns**

Start at a displaced column. The next one lies at distance g if the following g − 1 columns are not displaced and the g-th is. Because the jumps are independent, the probabilities multiply:

P(g) = (1 − p)^(g−1) p, g = 1, 2, 3, …

Write r = 1 − p. Differentiating the geometric series Σ_(g≥0) r^g = 1/(1 − r) with respect to r gives

Σ g r^(g−1) = 1/(1 − r)² = 1/p².

The mean distance is p times this sum:

L = p × 1/p² = 1/p = (1 + q)/(2q) = [1 + exp(ε/k_B T)]/2.

For the spread, multiply the differentiated series by r and differentiate again:

Σ g² r^(g−1) = d/dr [r/(1 − r)²] = (1 + r)/(1 − r)³ = (2 − p)/p³.

Hence ⟨g²⟩ = (2 − p)/p², and the variance is

⟨g²⟩ − L² = (2 − p)/p² − 1/p² = (1 − p)/p².

The standard deviation is √(1 − p)/p. Numerically,

L = 1.0209/(2 × 0.0209) = 24.4 sites,
standard deviation = 23.9 sites.

This is the required result: displaced columns are separated by about 24 sites on average. The spread is nearly as large as the mean, so the kinks do not form a regular array. P(g) falls steadily with g, and the most probable distance is a single site. The model contains no interaction between jumps in different columns that could space them evenly.

At low temperature, k_B T ≪ ε, the exponential dominates and

L ≈ ½ exp(ε/k_B T).

The spacing then grows without limit as T falls, and the step becomes straight over ever longer stretches. At high temperature q approaches 1 and L approaches 1, so that nearly every column is displaced. This second limit belongs to the model rather than to a crystal, because the neglect of overhangs is no longer justified when q is not small.

**(c) Two other ways of counting**

If a jump of two units counts as two kinks, the number of kinks per column is ⟨|n|⟩. Differentiating the geometric series and multiplying by q gives Σ_(n≥1) n q^n = q/(1 − q)². Therefore

⟨|n|⟩ = (2/z) q/(1 − q)²
 = 2 × (1 − q)/(1 + q) × q/(1 − q)²
 = 2q/(1 − q²).

The length of step per unit kink is the inverse,

L_unit = (1 − q²)/(2q) = (1/q − q)/2 = sinh(ε/k_B T) = 23.9 sites.

If only n = 0 and n = ±1 are allowed, the column sum is 1 + 2q and the jump probability is 2q/(1 + 2q). The mean spacing becomes

L_single = (1 + 2q)/(2q) = 1 + 1/(2q) = 24.9 sites.

The differences follow from the formulas:

L − L_unit = [(1 + q) − (1 − q²)]/(2q) = (1 + q)/2,
L_single − L = [(1 + 2q) − (1 + q)]/(2q) = 1/2.

For the given values, each change of convention moves the result by about half a site. At low temperature this is negligible beside L, because multiple jumps are rare. At high temperature the three quantities part: L tends to 1, L_unit tends to 0 because large jumps contain many unit kinks, and L_single tends to 3/2 because three equally likely values of n remain, two of them displaced.

The standard deviation in (b) and L_unit both round to 23.9, although they are different quantities. Inserting 1 − p = (1 − q)/(1 + q) into the standard deviation gives √(1 − q²)/(2q), which differs from L_unit by the factor √(1 − q²). For q = 0.0209 that factor is very close to 1.

**(d) Displacement from a fixed line**

The displacement after N columns is y_N − y_0 = n_1 + … + n_N. Its mean is zero by symmetry. Because the jumps are independent, their variances add:

⟨(y_N − y_0)²⟩ = N⟨n²⟩.

To find ⟨n²⟩, apply the operation q d/dq to Σ n q^n = q/(1 − q)²:

Σ_(n≥1) n² q^n = q [1/(1 − q)² + 2q/(1 − q)³] = q(1 + q)/(1 − q)³.

Multiplication by 2/z = 2(1 − q)/(1 + q) gives

⟨n²⟩ = 2q/(1 − q)² = 0.0436.

For N = 1000 the mean square displacement is 43.6, and its root is 6.6 rows. When N⟨n²⟩ ≫ 1, the central limit theorem gives a Gaussian distribution of the displacement. Its height at zero is the probability of the single integer value y_N = y_0:

P(y_N = y_0) ≈ 1/√(2πN⟨n²⟩) = 1/√(2π × 43.6) = 0.060.

About 94% of the configurations thus have column 1000 displaced from the original line, and this fraction tends to 1 as N grows. A density of one displaced column in 24 cannot hold under that definition. The step is smooth on the scale of neighbouring columns and wanders on long scales, and the kink spacing describes the first property. The two are linked, since the same rare jumps, added with random signs, produce the wandering.

**(e) Inclined step**

Consider configurations with a given total displacement y_N − y_0. Multiplying their weights by exp[η(y_N − y_0)] multiplies all of them by the same number and leaves their relative probabilities unchanged. The factor also splits into a product of exp(ηn_i), so the jumps remain independent. The constant η is chosen so that the mean jump equals m. For a long step the slope (y_N − y_0)/N then fluctuates little about m, and the spacing is that of a step with fixed slope.

Define

u = q exp(η), v = q exp(−η), uv = q².

A positive jump n has weight u^n, and a negative jump has weight v^|n|. For u < 1 the column sum is

z_η = 1 + u/(1 − u) + v/(1 − v)
 = [(1 − u)(1 − v) + u(1 − v) + v(1 − u)]/[(1 − u)(1 − v)]
 = (1 − q²)/[(1 − u)(1 − v)].

In the last line the numerator reduces to 1 − uv. The mean jump is the derivative of ln z_η with respect to η. Since du/dη = u and dv/dη = −v,

m = u/(1 − u) − v/(1 − v).

The jump probability is again one minus the inverse of the column sum:

p_m = 1 − (1 − u)(1 − v)/(1 − q²).

For m = 0.05 a numerical root search gives η = 0.965. Then u = 0.0548 and v = 0.0080, and

p_m = 1 − 0.9452 × 0.9920/0.9996 = 0.062.

The mean spacing is 1/p_m = 16.1 sites, compared with 24.4 sites on the parallel step at the same ε and T.

The size of the effect can be read from the case of small u and v. To leading order m ≈ u − v and p_m ≈ u + v. Since (u + v)² = (u − v)² + 4uv,

p_m ≈ √(m² + 4q²).

The inclination forces kinks of one sign, with density m, while thermal excitation supplies kinks of both signs, with density 2q on a parallel step. The two densities do not simply add, because forcing kinks of one sign lowers the number of the opposite sign. The inclination matters once m is comparable with 2q = 0.042. For m = 0.05 this leading-order formula gives a spacing of 15.3 sites, 5% below the full result. When m is much larger than 2q, v is negligible, so that m ≈ u/(1 − u) and p_m ≈ u = m/(1 + m). The spacing is then close to 1 + 1/m and is set by geometry rather than by temperature.

**(f) Confinement and overhangs**

Hard walls that leave W edge positions are a crude substitute for neighbouring steps, which in reality also move. Let K be the W × W matrix with elements K_jk = q^|j−k|, the weight for passing from position j to position k. Let λ be its largest eigenvalue and ψ the corresponding normalized eigenvector, which can be taken positive because all elements of K are positive. Far from the ends of a long step, the columns on either side each contribute a factor proportional to ψ, so a passage from j to k has probability

ψ_j K_jk ψ_k/λ.

Since K_jj = 1, the probability of no jump is Σ_j ψ_j²/λ = 1/λ, and

L_W = 1/(1 − 1/λ).

The sign of the effect follows without a calculation. Let ψ_j be the largest component. Then

λψ_j = Σ_k K_jk ψ_k ≤ ψ_j Σ_k K_jk < ψ_j z,

because the walls remove terms from the full sum z. Hence λ < z, jumps are rarer than on the free step, and L_W > L. Numerical diagonalization for W = 10 gives L_W = 25.5 sites, about 4% more than the free value.

For overhangs, suppose that every unit of edge length costs ε, including units parallel to the step. An overhang contains at least one backward unit, which must be made good by one extra forward unit. The edge cannot reverse on itself, so at least one perpendicular unit is needed before the backward unit and another after it. The least cost is therefore 4ε, with weight

q⁴ = 1.9 × 10⁻⁷.

This is smaller than the weight q of a single kink by the factor q³, about 10⁻⁵. Under this assumption overhangs are negligible at 300 K.

**(g) A step on nickel (001)**

The atoms of the (001) face form a square net, so the sites along a close-packed row and the rows themselves have the same spacing. The slope of part (e) is thus the tangent of a real angle, and m = 0.05 corresponds to 2.9°. With a site spacing of 0.25 nm,

L = 24.4 × 0.25 nm = 6.1 nm.

The kink energy of 0.10 eV is an assumed value. It has not been calculated for nickel here, and its uncertainty dominates the result. At fixed temperature, ε = 0.09 eV gives L = 16.8 sites and ε = 0.11 eV gives 35.7 sites. An error of 0.01 eV enters the exponent as 0.01/0.02585 = 0.39 and changes L by a factor of nearly 1.5. This outweighs the choice of counting in (c) and the confinement in (f), and it is comparable with the inclination in (e). If ε lies within 0.01 eV of the assumed value, the spacing is between about 17 and 36 sites. A larger error has a much larger effect: ε = 0.15 eV would give 166 sites. The assumed value may well be low. A second-moment tight-binding potential for nickel gives about 0.13 eV, close to the value measured on Cu(001), and ε = 0.13 eV gives 77 sites, or 19 nm. Without a reliable kink energy for nickel, even the order of magnitude is therefore uncertain. The figure 24 belongs to the stated parameters.

On a real metal a jump of two units need not cost exactly 2ε. If multiple jumps cost more than the model assumes, this matters little: L lies between 24.4 sites and the 24.9 sites found in (c) for single jumps only. If they cost less, L falls. With 0.10 eV for the first unit and 0.04 eV for each further unit, it is 19.8 sites.

Temperature acts through the same exponent. At 600 K, with ε held fixed, L is only 4.0 sites. This matters for a sample that has been cooled, because the kinks can adjust only if atoms move along, onto or away from the step edge. For a process with attempt rate ν and barrier B, one event is expected in a time t when νt exp(−B/k_B T) = 1, or

B = k_B T ln(νt).

With the rough value ν = 10¹³ s⁻¹ and t = 3600 s, this gives B = 0.99 eV at 300 K. If the processes that create and remove kinks have barriers well above 1 eV, the step does not equilibrate within an hour and may keep the closer kink spacing of a higher temperature. Barriers below 1 eV are needed for equilibrium within an hour, but they do not guarantee it. Surplus kinks left from a higher temperature disappear when kinks of opposite sign meet, and this can take many events per site, especially if atoms move only along the edge. The equilibrium result applies once there has been time for this as well.

Three further conditions apply. During deposition the arriving atoms drive the step out of equilibrium, and the formula for L need not hold. Adsorbed impurities can change ε, so the value for a clean surface cannot be carried over to a contaminated one. Elastic or electronic interactions between kinks would make the jumps dependent and change the distribution P(g); their size has not been estimated here.
